# Do tetrahedra filling the irreducible wedge weight k points correctly?: test program

```python
"""Tetrahedron weights: irreducible wedge versus full periodic mesh.

Result under test (simple cubic, Gamma-centred n*n*n mesh, n even):
 * cutting the wedge 0<=kz<=ky<=kx<=pi into tetrahedra gives a point the
   weight (star size/n^3)*(1+sum_{a<b} s_a s_b/3), with s=+1 at k_a=0,
   s=-1 at k_a=pi and s=0 elsewhere;
 * cutting the full periodic mesh gives every point 1/n^3 (filled band);
 * one fixed body diagonal can still break the point symmetry of partial
   occupations; averaging the weights over each star restores it.
Symbols: t, t2 hoppings (eV), mu Fermi level (eV), h=2 pi/n mesh step.
Occupations and bond orders are per spin; lattice constant is 1.
"""
from itertools import permutations, product
import numpy as np

t, t2, mu = 1.0, 0.2, -3.0
PERMS = list(permutations(range(3)))
SIGNS = [(1, 1, 1), (1, 1, -1), (1, -1, 1), (-1, 1, 1)]
OPS = [np.diag(s)[list(p)] for p in PERMS for s in product((1, -1), repeat=3)]


def band(k):
    cx, cy, cz = np.cos(k[..., 0]), np.cos(k[..., 1]), np.cos(k[..., 2])
    return -2*t*(cx+cy+cz) - 4*t2*(cx*cy+cy*cz+cz*cx)


def six_tetrahedra(basis):
    """Six tetrahedra sharing the diagonal given by the sum of the basis."""
    basis = np.asarray(basis)
    return np.array([np.vstack([np.zeros(3, int),
                                np.cumsum(basis[list(p)], axis=0)])
                     for p in PERMS])


def mesh_points(n):
    return np.stack(np.meshgrid(*[np.arange(n)]*3, indexing="ij"),
                    axis=-1).reshape(-1, 3)


def full_tetrahedra(n, signs=(1, 1, 1)):
    corners = mesh_points(n)[:, None, None, :] + six_tetrahedra(np.diag(signs))
    return ((corners % n) @ np.array([n*n, n, 1])).reshape(-1, 4)


def wedge_tetrahedra(n):
    corners = (mesh_points(n//2)[:, None, None, :]
               + six_tetrahedra(np.eye(3, dtype=int))).reshape(-1, 4, 3)
    inside = np.all((corners[..., 0] >= corners[..., 1])
                    & (corners[..., 1] >= corners[..., 2]), axis=1)
    return corners[inside]


def corner_weights(energies, level):
    """Integrals of barycentric coordinates over the occupied part,
    in units of the tetrahedron volume."""
    order = np.argsort(energies, axis=1)
    e = np.take_along_axis(energies, order, axis=1)
    w = np.zeros_like(e)
    w[e[:, 3] < level] = 0.25
    one = (e[:, 0] < level) & (level <= e[:, 1])
    two = (e[:, 1] < level) & (level <= e[:, 2])
    three = (e[:, 2] < level) & (level <= e[:, 3])
    a = e[one]
    x = (level-a[:, :1])/(a[:, 1:]-a[:, :1])
    v = x.prod(axis=1)
    w[one] = np.column_stack([v*(4-x.sum(axis=1)), v[:, None]*x])/4
    a = e[three]
    y = (a[:, 3:]-level)/(a[:, 3:]-a[:, :3])
    v = y.prod(axis=1)
    w[three] = 0.25-np.column_stack([v[:, None]*y, v*(4-y.sum(axis=1))])/4
    a = e[two]

    def cut(i, j):
        return (level-a[:, i])/(a[:, j]-a[:, i])
    p, q, r, s = cut(0, 2), cut(0, 3), cut(1, 2), cut(1, 3)
    v1, v2, v3 = p*q, r*(1-p)*q, (1-q)*r*s
    w[two] = np.column_stack([
        v1*(3-p-q)+v2*(2-p-q)+v3*(1-q),
        v1+v2*(2-r)+v3*(3-r-s),
        (v1+v2)*p+(v2+v3)*r,
        (v1+v2+v3)*q+v3*s])/4
    result = np.empty_like(w)
    np.put_along_axis(result, order, w, axis=1)
    return result


def full_occupations(n, signs=(1, 1, 1)):
    tets = full_tetrahedra(n, signs)
    energies = band(2*np.pi*mesh_points(n)/n)
    w = corner_weights(energies[tets], mu)
    return np.bincount(tets.ravel(), w.ravel(), minlength=n**3)/(6*n**3)


def star_average(weights, n):
    cube = weights.reshape(n, n, n)
    negative = (-np.arange(n)) % n
    total = np.zeros_like(cube)
    for p in PERMS:
        for signs in product((1, -1), repeat=3):
            image = cube.transpose(p)
            for axis, sign in enumerate(signs):
                if sign < 0:
                    image = image.take(negative, axis=axis)
            total += image
    return (total/48).ravel()


# Corner weights against direct random sampling of a tetrahedron.
rng = np.random.default_rng(7)
sample = rng.dirichlet(np.ones(4), 400000)
test_e = np.array([0.3, -0.5, 1.1, 0.7])
for level in (0.0, 0.5, 0.9):
    sampled = (sample*((sample @ test_e) < level)[:, None]).mean(axis=0)
    derived = corner_weights(test_e[None, :], level)[0]
    # statistical error is below 5e-4
    assert np.allclose(sampled, derived, atol=2e-3)

# Mean interpolation error of a general quadratic over the unit cube.
H = rng.normal(size=(3, 3))
H = H+H.T
cube_tets = six_tetrahedra(np.eye(3, dtype=int))
interpolated = (0.5*np.einsum("tci,ij,tcj->tc", cube_tets, H, cube_tets)).mean()
true_mean = 0.5*(np.trace(H)/3+(H.sum()-np.trace(H))/4)
assert np.isclose(interpolated-true_mean,
                  (np.trace(H)+H[0, 1]+H[1, 2]+H[0, 2])/12)

# Filled-band point weights.
n = 8
half = n//2
wedge = wedge_tetrahedra(n)
assert len(wedge) == half**3
wedge_weight = {}
for corner in wedge.reshape(-1, 3):
    key = tuple(int(c) for c in corner)
    wedge_weight[key] = wedge_weight.get(key, 0)+1/(4*half**3)
star_size = {key: len({tuple((op @ np.array(key)) % n) for op in OPS})
             for key in wedge_weight}
assert sum(star_size.values()) == n**3
for key, weight in wedge_weight.items():
    s = [1 if c == 0 else -1 if c == half else 0 for c in key]
    law = 1+(s[0]*s[1]+s[1]*s[2]+s[2]*s[0])/3
    assert np.isclose(weight*n**3/star_size[key], law)
for signs in SIGNS:
    assert np.all(np.bincount(full_tetrahedra(n, signs).ravel()) == 24)

print(f"Wedge points at n={n}: {len(wedge_weight)}; tetrahedra: {len(wedge)}")
print("point, index i, star size, star weight, wedge weight, ratio")
names = {"Gamma": (0, 0, 0), "X": (4, 0, 0), "M": (4, 4, 0), "R": (4, 4, 4),
         "Gamma-X": (1, 0, 0), "X-M": (4, 1, 0), "M-R": (4, 4, 1),
         "general": (3, 2, 1)}
for name, key in names.items():
    right, got = star_size[key]/n**3, wedge_weight[key]
    print(f"{name:8s} {key} {star_size[key]:2d} {right:.6f} {got:.6f}"
          f" {got/right:.4f}")

# Which harmonics feel the wrong weights, and the general line formula.
keys = np.array(list(wedge_weight))
values = np.array(list(wedge_weight.values()))
for lmp in product(range(4), repeat=3):
    f = np.mean([np.prod(np.cos(2*np.pi*keys*np.array(lmp)[list(p)]/n),
                         axis=1) for p in PERMS], axis=0)
    odd = sum(c % 2 for c in lmp)
    expected = 4/(3*n*n) if (odd == 2 and 0 in lmp) else 0.0
    assert np.isclose(values @ f-(lmp == (0, 0, 0)), expected, atol=1e-12)


def cubic_function(k):
    c = np.cos(k)
    return np.exp(0.5*c.sum(axis=-1)+0.4*(c[..., 0]*c[..., 1]
                  + c[..., 1]*c[..., 2]+c[..., 2]*c[..., 0]))


def line_mean(a, b):
    z = 2*np.pi*np.arange(n)/n
    return cubic_function(np.column_stack([z*0+a, z*0+b, z])).mean()


difference = (values @ cubic_function(2*np.pi*keys/n)
              - cubic_function(2*np.pi*mesh_points(n)/n).mean())
assert np.isclose(difference, (line_mean(0, 0)+line_mean(np.pi, np.pi)
                               - 2*line_mean(0, np.pi))/n**2)

# Reference for partial filling: analytic along kz, fine mesh in kx, ky.
q = 2*np.pi*(np.arange(1600)+0.5)/1600
cx, cy = np.cos(q)[:, None], np.cos(q)[None, :]
ratio = (-2*t*(cx+cy)-4*t2*cx*cy-mu)/(2*t+4*t2*(cx+cy))
fraction = np.arccos(np.clip(ratio, -1, 1))/np.pi
ref_number = fraction.mean()
ref_bond = (fraction*cx*cy).mean()
print(f"Model: t={t:.1f} eV, t'={t2:.1f} eV, mu={mu:.1f} eV")
print(f"Reference occupation {ref_number:.6f}, (110) bond order {ref_bond:.6f}")

# Leading bond-order asymmetry: Fermi-surface integral, divided by h^2.
fine = 2*np.pi*mesh_points(120)/120
sx, sy, sz = np.sin(fine).T
gx, gy, gz = np.cos(fine).T
width = 0.2
delta = np.exp(-0.5*((band(fine)-mu)/width)**2)/(width*np.sqrt(2*np.pi))
ex = sx*(2*t+4*t2*(gy+gz))
ey = sy*(2*t+4*t2*(gx+gz))
ez = sz*(2*t+4*t2*(gx+gy))
obs, obs_x, obs_y = -2*sx*sy, -2*gx*sy, -2*sx*gy
mixed = -4*t2*(sx*sy+sy*sz+sz*sx)
coefficient = (delta*((ex*obs_y+ey*obs_x+ez*(obs_x+obs_y))/24
                      - obs*mixed/12)).mean()

number_error = {}
for n in (8, 16, 32):
    tets = wedge_tetrahedra(n)
    e_wedge = band(2*np.pi*tets/n)
    filled_wedge = e_wedge.mean()
    k = 2*np.pi*mesh_points(n)/n
    filled_full = band(k)[full_tetrahedra(n)].mean()
    assert np.isclose(filled_wedge, -16*t2/n**2, atol=1e-12)
    assert abs(filled_full) < 1e-12
    number_wedge = corner_weights(e_wedge, mu).sum()/len(tets)
    occ = full_occupations(n)
    plus = occ @ np.cos(k[:, 0]+k[:, 1])
    minus = occ @ np.cos(k[:, 0]-k[:, 1])
    number_error[n] = occ.sum()-ref_number
    predicted = coefficient*(2*np.pi/n)**2
    repaired = star_average(occ, n)
    fixed_plus = repaired @ np.cos(k[:, 0]+k[:, 1])
    fixed_minus = repaired @ np.cos(k[:, 0]-k[:, 1])
    assert abs(plus-minus) > 1e-5
    assert np.isclose(fixed_plus, fixed_minus, atol=1e-12)
    assert np.isclose(fixed_plus, (plus+minus)/2, atol=1e-12)
    print(f"n={n}: filled-band energy, wedge {filled_wedge:.6f} eV,"
          f" full {abs(filled_full):.6f} eV")
    print(f"  occupation: wedge {number_wedge:.6f}, full {occ.sum():.6f}")
    print(f"  bond orders: (1,1,0) {plus:.6f}, (1,-1,0) {minus:.6f}")
    print(f"  asymmetry {plus-minus:.6f}, leading law {predicted:.6f}")
    print(f"  star-averaged bond order {fixed_plus:.6f}")
# Remaining higher-order and surface-sampling terms allow ten per cent.
assert abs((plus-minus)/predicted-1) < 0.10
error_ratio = number_error[16]/number_error[32]
assert 3 < error_ratio < 5
print(f"Full-mesh occupation error ratio, n=16 to 32: {error_ratio:.3f}")

# Star averaging equals averaging over the four equivalent diagonals.
n = 8
by_diagonal = np.array([full_occupations(n, s) for s in SIGNS])
assert np.allclose(by_diagonal.sum(axis=1), by_diagonal[0].sum(), atol=1e-12)
assert np.allclose(star_average(by_diagonal[0], n), by_diagonal.mean(axis=0),
                   atol=1e-12)
star = sorted({tuple((op @ np.array([2, 1, 1])) % n) for op in OPS})
star_values = [by_diagonal[0][a*n*n+b*n+c]*n**3 for a, b, c in star]
print(f"n=8 star of (2,1,1): occupation from {min(star_values):.6f}"
      f" to {max(star_values):.6f}")

# Point symmetry kept by each diagonal for three cubic crystals.
reciprocal = {"simple cubic": np.eye(3, dtype=int),
              "fcc": np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]),
              "bcc": np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])}
print("Crystal: squared diagonal length (2pi/(a n))^2 -> operations of 48")
for crystal, basis in reciprocal.items():
    entries = []
    for signs in SIGNS:
        vectors = basis*np.array(signs)[:, None]
        around = {frozenset(map(tuple, tet-vertex))
                  for tet in six_tetrahedra(vectors) for vertex in tet}
        assert len(around) == 24
        kept = sum({frozenset(tuple(op @ np.array(v)) for v in tet)
                    for tet in around} == around for op in OPS)
        four = np.vstack([vectors, -vectors.sum(axis=0)])
        gram = four @ four.T
        law = 2*sum(np.array_equal(gram[np.ix_(p, p)], gram)
                    for p in permutations(range(4)))
        assert kept == law
        entries.append(f"{int((vectors.sum(axis=0)**2).sum())}->{kept}")
    print(f"  {crystal}: " + ", ".join(entries))

print("verified")
```

Printed output:

```
Wedge points at n=8: 35; tetrahedra: 64
point, index i, star size, star weight, wedge weight, ratio
Gamma    (0, 0, 0)  1 0.001953 0.003906 2.0000
X        (4, 0, 0)  3 0.005859 0.003906 0.6667
M        (4, 4, 0)  3 0.005859 0.003906 0.6667
R        (4, 4, 4)  1 0.001953 0.003906 2.0000
Gamma-X  (1, 0, 0)  6 0.011719 0.015625 1.3333
X-M      (4, 1, 0) 12 0.023438 0.015625 0.6667
M-R      (4, 4, 1)  6 0.011719 0.015625 1.3333
general  (3, 2, 1) 48 0.093750 0.093750 1.0000
Model: t=1.0 eV, t'=0.2 eV, mu=-3.0 eV
Reference occupation 0.135163, (110) bond order 0.053461
n=8: filled-band energy, wedge -0.050000 eV, full 0.000000 eV
  occupation: wedge 0.129735, full 0.126740
  bond orders: (1,1,0) 0.044380, (1,-1,0) 0.050290
  asymmetry -0.005911, leading law -0.006768
  star-averaged bond order 0.047335
n=16: filled-band energy, wedge -0.012500 eV, full 0.000000 eV
  occupation: wedge 0.133654, full 0.132903
  bond orders: (1,1,0) 0.051047, (1,-1,0) 0.052700
  asymmetry -0.001654, leading law -0.001692
  star-averaged bond order 0.051873
n=32: filled-band energy, wedge -0.003125 eV, full 0.000000 eV
  occupation: wedge 0.134804, full 0.134615
  bond orders: (1,1,0) 0.052850, (1,-1,0) 0.053272
  asymmetry -0.000422, leading law -0.000423
  star-averaged bond order 0.053061
Full-mesh occupation error ratio, n=16 to 32: 4.119
n=8 star of (2,1,1): occupation from 0.413348 to 0.504537
Crystal: squared diagonal length (2pi/(a n))^2 -> operations of 48
  simple cubic: 3->12, 3->12, 3->12, 3->12
  fcc: 3->48, 11->4, 11->4, 11->4
  bcc: 12->12, 4->4, 4->4, 4->4
verified
```
